# Sea-averaged inverse curvature and the Drude weight of a Kane band, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The average of the inverse-curvature tensor

**Result.** Let the energy \(E\) of a band depend on the wave vector through its length \(k\) alone. At zero temperature let all states with \(k<k_F\) be filled and all others empty. Then

\[
\Big\langle \frac{1}{\hbar^2}\frac{\partial^2E}{\partial k_i\,\partial k_j}\Big\rangle
=\frac{\delta_{ij}}{m_p(k_F)},\qquad
\frac{1}{m_p(k)}=\frac{1}{\hbar^2k}\frac{dE}{dk}.
\tag{1}
\]

The angle brackets denote the average over the filled states, and \(m_p\) is the momentum mass, so called because \(m_pv=\hbar k\) with the group velocity \(v=\hbar^{-1}dE/dk\). For independent carriers of density \(n\) and charge \(-e\), the Drude weight is

\[
D=\frac{\pi ne^2}{m_p(k_F)},
\tag{2}
\]

where \(D\) multiplies \(\delta(\omega)\) in the real part of the conductivity of a clean system. For a Kane band, with energy measured from its edge,

\[
E(1+\alpha E)=\frac{\hbar^2k^2}{2m},\qquad
m_p(k_F)=m(1+2\alpha E_F)=m\sqrt{1+\frac{2\alpha\hbar^2k_F^2}{m}}.
\tag{3}
\]

Here \(m\) is the mass at the band edge and \(\alpha\) the nonparabolicity. An implementation therefore needs one derivative of the band at one wave number. It does not need second derivatives throughout the sea.

### The tensor at one wave vector

Write \(W_{ij}=\hbar^{-2}\partial_i\partial_jE\), with \(\partial_i=\partial/\partial k_i\), and let a prime denote \(d/dk\). Since \(\partial_ik=k_i/k=\hat n_i\), the chain rule gives \(\partial_iE=E'\hat n_i\). The unit vector also varies with \(\mathbf k\):

\[
\partial_j\hat n_i=\partial_j\frac{k_i}{k}
=\frac{\delta_{ij}}{k}-\frac{k_i}{k^2}\hat n_j
=\frac{\delta_{ij}-\hat n_i\hat n_j}{k}.
\]

The product rule then gives

\[
\hbar^2W_{ij}=E''\hat n_i\hat n_j+\frac{E'}{k}\left(\delta_{ij}-\hat n_i\hat n_j\right).
\tag{4}
\]

There are two different masses at each \(k\). A force along \(\mathbf k\) meets the radial curvature mass \(m_l\), defined by \(1/m_l=E''/\hbar^2\). A force across \(\mathbf k\) turns the velocity without changing its length, and meets the momentum mass \(m_p\). An isotropic band thus has an anisotropic local tensor, except at wave numbers where \(E''=E'/k\). If this equality holds for all \(k\), it integrates to \(E'\propto k\), a parabola. What becomes isotropic is the average over directions.

### Proof by the divergence theorem

Let \(B\) be the filled ball in \(d\) dimensions, with volume \(V\) and surface area \(S\). Since \(\partial_i\partial_jE\) is the derivative along \(i\) of the function \(\partial_jE\), the divergence theorem turns its integral into a surface integral:

\[
\int_B\partial_i\partial_jE\,d^dk=\oint \hat n_i\,\partial_jE\,dS
=E'(k_F)\oint\hat n_i\hat n_j\,dS.
\]

The derivative \(E'(k_F)\) leaves the integral because it is the same everywhere on the sphere. By symmetry the remaining integral is \(C\delta_{ij}\): reflecting one axis removes the off-diagonal elements, and exchanging axes makes the diagonal ones equal. Taking the trace, with \(\hat n_i\hat n_i=1\), gives \(Cd=S\). Therefore

\[
\frac1V\int_B\partial_i\partial_jE\,d^dk=\frac{S}{Vd}\,E'(k_F)\,\delta_{ij}.
\]

The surface area of a ball is the derivative of its volume with respect to the radius. Since \(V\propto k_F^d\), this means \(S=dV/k_F\). Substitution gives \(E'(k_F)\delta_{ij}/k_F\), and division by \(\hbar^2\) gives equation (1). States are uniformly dense in \(\mathbf k\), and a spin factor cancels between numerator and denominator, so the volume average is the average over filled states.

The theorem says that the interior of the sea does not matter separately. Two isotropic bands with different shapes below \(k_F\) have the same averaged tensor if their slopes at \(k_F\) agree.

### The same result as a radial integral

The radial form shows how the interior cancels and where the proof could fail. Averaging equation (4) over directions replaces \(\hat n_i\hat n_j\) by \(\delta_{ij}/d\), so the diagonal element is

\[
\frac1d\left[E''+(d-1)\frac{E'}{k}\right].
\]

The weight of a shell is \(k^{d-1}dk\), and \(\int_0^{k_F}k^{d-1}dk=k_F^d/d\). The two factors of \(d\) cancel, leaving

\[
\frac{1}{k_F^d}\int_0^{k_F}\left[k^{d-1}E''+(d-1)k^{d-2}E'\right]dk
=\frac{1}{k_F^d}\Big[k^{d-1}E'\Big]_0^{k_F},
\tag{5}
\]

because the integrand is the derivative of \(k^{d-1}E'\). The upper limit gives \(E'(k_F)/k_F\). The lower limit vanishes if

\[
\lim_{k\to0}k^{d-1}E'(k)=0.
\tag{6}
\]

A band that is smooth at \(k=0\) has \(E'(0)=0\) and satisfies this condition for every \(d\geq1\). A cone \(E=sk\) satisfies it in two and three dimensions, where the average is \(s/k_F\). In one dimension \(E=s|k|\) has zero second derivative away from the origin, so averaging this pointwise derivative over grid points that miss the origin gives zero. The slope jumps by \(2s\) at the kink. Including this jump as \(E''=2s\delta(k)\), and dividing by the length \(2k_F\), restores \(s/k_F\). A calculation that evaluates the second derivative point by point must therefore add the kink separately. Second differences whose step equals the grid spacing already contain it, because their sum telescopes to the difference between the slopes at the two ends. In any dimension a jump of the slope at a finite radius inside the sea needs the same care. Condition (6) does not exclude it, and equation (5) holds for the pointwise derivative only if \(k^{d-1}E'\) is continuous up to \(k_F\).

### When the sea is not a ball

If the band minimum lies on a ring or sphere of finite \(k\), the filled region may be a shell \(k_1<k<k_2\). Equation (5) then has two contributing limits, and the volume factor changes accordingly:

\[
\frac{1}{\hbar^2}\,
\frac{k_2^{d-1}E'(k_2)-k_1^{d-1}E'(k_1)}{k_2^d-k_1^d}.
\tag{7}
\]

At the inner surface of such a sea the energy falls with increasing \(k\), so \(E'(k_1)<0\) and the second term adds to the first. As an example in model units take \(E=-k^2+k^4\) in three dimensions, filled to \(E=-0.1\). The equation \(k^4-k^2+0.1=0\) gives \(k^2=(1\pm\sqrt{0.6})/2\). Since \(E'/k=4k^2-2\), the outer surface has \(E'/k=2\sqrt{0.6}=1.5492\). The numerical average over the shell is 1.6961, in agreement with equation (7), so the outer surface alone gives too small a result.

For a filled region of any shape the divergence theorem still holds, but the slope cannot be taken outside the integral:

\[
\langle W_{ij}\rangle=\frac{1}{\hbar^2V}\oint\partial_jE\,dS_i.
\tag{8}
\]

This is the form to use for warped or ellipsoidal bands. If several isotropic bands are filled, each as its own ball, their contributions \(n_b/m_{p,b}(k_{F,b})\) add, because the integral over occupied states is a sum over bands.

### The two masses of a Kane band

Differentiate \(E+\alpha E^2=\hbar^2k^2/(2m)\) with respect to \(k\), and set \(s=1+2\alpha E\):

\[
sE'=\frac{\hbar^2k}{m}
\quad\Rightarrow\quad
\frac{1}{m_p}=\frac{E'}{\hbar^2k}=\frac{1}{ms}.
\tag{9}
\]

Squaring \(s\) gives \(s^2=1+4\alpha E(1+\alpha E)=1+2\alpha\hbar^2k^2/m\), which proves the second form in equation (3). The positive root belongs to the conduction band.

Differentiating \(sE'=\hbar^2k/m\) once more, with \(s'=2\alpha E'\), gives

\[
sE''+2\alpha(E')^2=\frac{\hbar^2}{m}.
\]

Insert \(E'=\hbar^2k/(ms)\). The second term becomes

\[
2\alpha(E')^2=\frac{\hbar^2}{m}\,\frac{1}{s^2}\,\frac{2\alpha\hbar^2k^2}{m}
=\frac{\hbar^2}{m}\,\frac{s^2-1}{s^2}.
\]

Subtracting it from \(\hbar^2/m\) leaves \(\hbar^2/(ms^2)\), and division by \(s\) gives

\[
E''=\frac{\hbar^2}{ms^3},\qquad m_l=m(1+2\alpha E)^3.
\tag{10}
\]

For \(\alpha>0\) and \(E>0\) the order is \(m<m_p<m_l\). The sea contains states near the edge with large inverse mass and states near the surface with small radial inverse mass. Their average is the inverse momentum mass at the surface.

There is also a simple result for the last electrons added. In three dimensions \(n\propto k_F^3\), and equation (9) gives \(d\ln m_p/d\ln k_F=(s^2-1)/s^2\), with \(s\) taken at \(E_F\). Hence

\[
\frac{d}{dn}\left(\frac{n}{m_p}\right)
=\frac{1}{m_p}\left[1-\frac13\left(1-\frac1{s^2}\right)\right]
=\frac13\left(\frac1{m_l}+\frac2{m_p}\right),
\tag{11}
\]

where \(m_p/m_l=1/s^2\) was used. The right side is one third of the trace of \(W\) at the Fermi surface. That local trace fixes the increase of the Drude weight per added electron, whereas the sea average fixes the whole weight.

### Where the curvature comes from in a two-band model

A Hamiltonian linear in \(\mathbf k\) can give curved bands because a change of \(\mathbf k\) mixes conduction and valence states. Take a gap \(G=1/\alpha\), a coupling \(a\), and

\[
H=\frac G2\beta+a\,\mathbf k\cdot\boldsymbol\alpha,\qquad
\beta=\tau_z\otimes1,\quad \alpha_i=\tau_x\otimes\sigma_i .
\]

The matrices \(\alpha_i\), written with an index, are distinct from the number \(\alpha\). The Pauli matrices \(\tau\) act on the band index and \(\sigma\) on spin. All four matrices anticommute with one another and square to one, so \(H^2=\epsilon^2\) with \(\epsilon^2=G^2/4+a^2k^2\). The levels are \(\pm\epsilon\), each twofold. With the conduction energy \(E=\epsilon-G/2\), squaring \(E+G/2=\epsilon\) gives \(E^2+GE=a^2k^2\). Division by \(G\) gives the Kane band if \(a^2=\hbar^2G/(2m)\).

Shift \(\mathbf k\) by a small \(\mathbf q\). The perturbation is \(a\,\mathbf q\cdot\boldsymbol\alpha\). Second-order perturbation theory, averaged over the two conduction states, gives an energy change that must equal \(\frac12q_iq_j\partial_i\partial_jE\). With the denominator \(\epsilon-(-\epsilon)=2\epsilon\), this means

\[
\hbar^2W_{ij}=\frac{a^2}{2\epsilon}\,
\mathrm{Tr}\left(P_+\alpha_iP_-\alpha_j\right),\qquad
P_\pm=\frac{1\pm h}{2},\quad h=\frac H\epsilon .
\]

The factor two from the second derivative has cancelled the factor one half from the average over spin. Expanding the trace gives

\[
\tfrac14\left[\mathrm{Tr}\,\alpha_i\alpha_j+\mathrm{Tr}\,h\alpha_i\alpha_j
-\mathrm{Tr}\,\alpha_ih\alpha_j-\mathrm{Tr}\,h\alpha_ih\alpha_j\right].
\]

The first trace is \(4\delta_{ij}\). The middle two vanish because their band factors are \(\tau_x^3=\tau_x\) or a product equal to \(\pm\tau_z\), all traceless. For the last, anticommutation gives \(h\alpha_i=-\alpha_ih+2ak_i/\epsilon\). Multiplying by \(h\) on the right, with \(h^2=1\), gives \(h\alpha_ih=-\alpha_i+(2ak_i/\epsilon)h\). Since \(\mathrm{Tr}\,h\alpha_j=4ak_j/\epsilon\), the last trace is \(-4\delta_{ij}+8a^2k_ik_j/\epsilon^2\). Collecting terms,

\[
\hbar^2W_{ij}=\frac{a^2}{\epsilon}\left(\delta_{ij}-\frac{a^2k_ik_j}{\epsilon^2}\right).
\tag{12}
\]

This equals the second derivative of \(\epsilon\), as it must: \(\partial_i\epsilon=a^2k_i/\epsilon\), and a further derivative reproduces both terms. In this model the whole inverse mass comes from virtual interband mixing. The bare term \(\hbar^2k^2/(2m_0)\), with \(m_0\) the free-electron mass, is absent from it.

## Part 2. Drude weight, worked example and limits

From Part 1, \(W_{ij}=\hbar^{-2}\partial_i\partial_jE\) is the inverse-curvature tensor and \(m_p=\hbar^2k/E'\) the momentum mass. The average of \(W_{ij}\) over a filled ball of radius \(k_F\) is \(\delta_{ij}/m_p(k_F)\). For a Kane band with edge mass \(m\), nonparabolicity \(\alpha\) and \(s=1+2\alpha E_F\), the masses at the Fermi surface are \(m_p=ms\) and \(m_l=ms^3\), the latter for a force along \(\mathbf k\). This part treats three dimensions with two spin states, so \(n=k_F^3/(3\pi^2)\).

### From the averaged tensor to the conductivity

Apply a weak uniform electric field \(\mathbf F\). For electrons of charge \(-e\), \(\hbar\,d\mathbf k/dt=-e\mathbf F\), and the current density is \(\mathbf j=-ne\langle\mathbf v\rangle\). The velocity of each electron changes as

\[
\frac{dv_i}{dt}=\frac1\hbar\,\partial_i\partial_jE\,\frac{dk_j}{dt}=-eW_{ij}F_j .
\]

The two minus signs cancel in the current, and equation (1) gives

\[
\frac{dj_i}{dt}=ne^2\langle W_{ij}\rangle F_j=\frac{ne^2}{m_p(k_F)}F_i .
\tag{13}
\]

A weak field also mixes bands. In a constant field that admixture stays bounded, so it does not add to the steady growth of the current.

A filled valence band does not contribute to equation (13). Its energy is periodic in the Brillouin zone, and the integral of \(\partial_i(\partial_jE)\) over a period is zero. If filled bands touch, the argument applies to the sum of their energies. A Hamiltonian linear in \(\mathbf k\) lacks this periodicity. When it is used up to a cutoff, the curvature integral of its valence states is an artefact of the cutoff and must be left out.

Let \(K=ne^2/m_p(k_F)\). A short field pulse of unit time integral starts a current \(K\). If collisions make it decay as \(e^{-t/\tau}\), and fields vary as \(e^{-i\omega t}\), then

\[
\sigma(\omega)=K\int_0^\infty e^{-t/\tau+i\omega t}dt=\frac{K\tau}{1-i\omega\tau},
\qquad
\mathrm{Re}\,\sigma=\frac{K\tau}{1+\omega^2\tau^2}.
\tag{14}
\]

With \(z=\omega\tau\), the area over all frequencies is \(K\int_{-\infty}^{\infty}dz/(1+z^2)=\pi K\), independent of \(\tau\). As \(\tau\to\infty\) the peak becomes \(\pi K\delta(\omega)\), which proves equation (2). An integral over positive frequencies gives half this area. A code that calls \(K\) itself the Drude weight uses a convention smaller by \(\pi\).

The inverse-curvature tensor averaged over a filled ball is fixed by the momentum mass at \(k_F\), and this mass gives the Drude weight \(D=\pi ne^2/m_p(k_F)\). What remains is to derive the same result from the Fermi surface, apply it to heavily doped InGaAs, and estimate the effects of temperature and of the other approximations.
